# WKB tunnelling through multilayer gates with moving turning points

## What dimensions fix

Take an electron of mass $m$ entering a barrier whose height above its energy is $w_0$ at the entrance and falls linearly with slope $-F$. The forbidden region ends where the height reaches zero. The exponent $S$ of the wave's decay is a pure number built from $w_0$ (energy), $F$ (energy/length) and $\hbar^2/m$ (energy × length²). For $w_0^{\alpha}F^{\beta}(\hbar^2/m)^{\gamma}$ to be dimensionless, the powers of energy require $\alpha+\beta+\gamma=0$ and those of length $-\beta+2\gamma=0$. Hence $\beta=2\gamma$, $\alpha=-3\gamma$, and the one independent combination is $\sqrt m\,w_0^{3/2}/(\hbar F)$. A semiclassical exponent is a decay rate integrated over distance, so stretching the barrier by $\lambda$, which turns $F$ into $F/\lambda$, must multiply $S$ by $\lambda$. Therefore

$$S=C\,\frac{\sqrt m\,w_0^{3/2}}{\hbar F}.$$

With decay rate $\sqrt{2mw}/\hbar$, integration gives $C=2\sqrt2/3$. The numerical difficulty lies in the integrand: where the height falls to zero, the decay rate vanishes as a square root, which polynomial quadrature represents poorly.

Below, $\hbar=m_e=e=4\pi\varepsilon_0=1$. Energies are in hartree, lengths in bohr.

## The quantity to be computed

The electron leaves the emitter at $x=0$ with energy $E$ and no transverse momentum, and crosses layers $j$ of thickness $d_j$ to the gate at $x=L$. Let $w=U-E$, where $U$ is the local conduction-band edge. In a two-band model with coupling $P$ and gap $G$, the two amplitudes obey

$$-w\,\psi=Pk\,\varphi,\qquad (G-w)\,\varphi=Pk\,\psi .$$

Eliminating $\varphi$ gives $P^2k^2=-w(G-w)$. Put $k=i\kappa$ and require $\kappa^2\to2mw$ at the band edge, so $G/P^2=2m$:

$$\kappa^2=2mw\left(1-\frac wG\right)=2Mw,\qquad M=m\left(1-\frac wG\right).$$

The corresponding wave equation is $\psi'=2M\chi$, $\chi'=w\psi$, with $\psi$ and $\chi$ continuous at interfaces. To isolate the exponent, stretch all thicknesses by $\lambda$ and use the unstretched coordinate:

$$\left(\frac{\psi'}{2M}\right)'=\lambda^2w\psi .$$

Insert $\psi=a\,e^{-\lambda s}$. The terms in $\lambda^2$ give $s'^2=2Mw=\kappa^2$. Those in $\lambda$ give $(s'a/M)'+s'a'/M=0$; multiplied by $a$, this is $(s'a^2/M)'=0$, so $a\propto\sqrt{M/\kappa}$, independent of $\lambda$.

This amplitude diverges at a turning point, where a local solution is needed. There $\psi''=2m\lambda^2F(b-x)\psi$, and with $\zeta=(2m\lambda^2F)^{1/3}(b-x)$ the outgoing solution is $\mathrm{Bi}(\zeta)+i\,\mathrm{Ai}(\zeta)$. Its large-argument forms are $\pi^{-1/2}\zeta^{-1/4}e^{2\zeta^{3/2}/3}$ on the forbidden side and $\pi^{-1/2}|\zeta|^{-1/4}e^{i(2|\zeta|^{3/2}/3+\pi/4)}$ on the allowed side. The prefactors match, so the crossing adds no exponential factor. Interface matching adds bounded factors too, except when a turning point sits exactly on an interface: the prefactor then varies as a power of $\lambda$, which adds a term in $\ln\lambda$. Away from that case, for a connected forbidden region,

$$-\ln T=2\lambda S+O(1),\qquad S=\int_{w>0}\kappa\,dx .$$

At $\lambda=1$ the estimate is $T\approx e^{-2S}$, with a prefactor left out. It is of order one in the example below, but for a small kinetic energy in the emitter it falls as the square root of that energy. Image forces, traps and transverse motion are also left out, and $T$ is a transmission, not a current.

## Where the turning points go

Let $u$ be the electrostatic part of the electron's potential energy. The electron's charge is $-1$, so Gauss's law reads

$$(\varepsilon u')'=4\pi\rho,\qquad u(0)=0,\quad u(L)=-v,$$

with $\varepsilon$ the relative permittivity, $\rho$ the fixed charge density and $v$ the voltage drop across the stack. The terminal voltage contains further drops. Let $Q(x)$ be the fixed charge per area between $0$ and $x$, sheets included. Then $\varepsilon u'=D_0+4\pi Q$. Define $s(x)=\int_0^xdx'/\varepsilon$, $s_L=s(L)$ and $f=s/s_L$. Integrating over the stack fixes $D_0$:

$$-v=D_0s_L+4\pi\int_0^L\frac Q\varepsilon\,dx .$$

Substitution into $u=D_0s+4\pi\int_0^xQ/\varepsilon$ gives

$$u=-vf+u_q,\qquad u_q=4\pi\left[\int_0^x\frac Q\varepsilon\,dx'-f\int_0^L\frac Q\varepsilon\,dx'\right].$$

For a sheet $q$ at $s=s'$, the bracket gives $u_q=-4\pi q f(s_L-s')$ before the sheet and $-4\pi q s'(1-f)$ after it. At fixed $v$, negative charge therefore raises the barrier throughout the interior.

If $B_j$ is the band edge of layer $j$ before the shift $u$, then $w=B_j+u-E$. Within a layer, with $y$ measured from its left face,

$$w=w_0+gy+\tfrac12cy^2,\qquad c=\frac{4\pi\rho}{\varepsilon}\le0 .$$

The sign restriction means no volume charge or negative volume charge. Since $w$ is then linear or concave, the forbidden part of a layer is a single interval. Positive volume charge could open an allowed pocket in the middle, with a pair of roots close together; the scheme below does not cover that case.

The roots for $c\ne0$ follow from

$$q_*=-\tfrac12\left(g+\operatorname{sgn}(g)\sqrt{g^2-2cw_0}\right),\qquad r_1=\frac{2q_*}{c},\quad r_2=\frac{w_0}{q_*}.$$

Here $\operatorname{sgn}(0)$ is taken as 1. The two terms in $q_*$ have equal signs, which avoids cancellation; $r_2$ follows from the product of roots, $2w_0/c$. As $c\to0$, $r_1$ moves to infinity and $r_2\to-w_0/g$.

The exit is soft if $w$ vanishes inside a layer, and hard if the forbidden region stops at a band step. A root reaches an interface when

$$v_c=\frac{B_j+u_q-E}{f},$$

evaluated at that interface. An algorithm with a fixed list of endpoints therefore fails once a bias sweep makes the exit soft or moves it to another interface.

## What goes wrong with plain quadrature

Locate the root, then apply Gauss–Legendre quadrature in $y$. Near the root $\kappa\propto z^{1/2}$, where $z$ is the distance to it. The derivatives of $S$ are worse. From $\kappa^2=2m(w-w^2/G)$,

$$\kappa_w\equiv\frac{\partial\kappa}{\partial w}=\frac{m(1-2w/G)}{\kappa},$$

which behaves as $z^{-1/2}$. Since $\partial w/\partial E=-1$ and $\partial w/\partial v=-f$,

$$\frac{\partial S}{\partial E}=-\int\kappa_w\,dx,\qquad \frac{\partial S}{\partial v}=-\int f\,\kappa_w\,dx .$$

The moving end contributes $\kappa(b)\,db/dE$, which vanishes at a soft root because $\kappa(b)=0$ and $db/dE$ is finite. Hard ends do not move. For the linear parabolic barrier both routes agree: differentiating $S$ gives $\partial S/\partial w_0=\sqrt{2mw_0}/F$, and the integral gives $\sqrt{m/2}\int_0^{w_0/F}(w_0-Fy)^{-1/2}dy=\sqrt{m/2}\;2\sqrt{w_0}/F$, the same number.

A scaling estimate gives the quadrature error. With $\cos\theta$ as its argument, $\sqrt{\sin\theta}\,P_n$ satisfies

$$h''+\left[(n+\tfrac12)^2+\frac1{4\sin^2\theta}\right]h=0 .$$

Near $\theta=0$ this depends on $(n+\frac12)\theta$ alone, so the first node lies at $\theta\sim1/n$, a distance $\ell\sim1/n^2$ from the end in units of the interval. A factor $z^\alpha$ is unresolved on that scale, leaving an error

$$\int_0^\ell z^\alpha dz\sim\ell^{\alpha+1}\sim n^{-2\alpha-2}.$$

This is $n^{-3}$ for $S$ and $n^{-1}$ for its derivatives. Measured as powers of $n+\frac12$, the combination that sets the node positions, the orders between 16 and 64 nodes per half interval are 3.002 and 1.000.

## The transformation, and where to anchor it

The square root disappears if the distance to the root is itself a square. Let the forbidden part of a layer be $[a,b]$, cut at its midpoint. For the left half use $y=r+t^2$ with $r\le a$ the left root; for the right half use $y=r-t^2$ with $r\ge b$ the right root. Expanding the quadratic about its root, where the constant term is zero,

$$w=t^2h(t),\qquad h=\pm w'(r)+\tfrac12ct^2,$$

with the upper sign on the left. Close to the root, computing $w$ in this form also avoids subtracting nearly equal numbers, unless the two roots almost coincide. The length element is $2t\,dt$ once the limits are ordered upwards, so

$$\kappa\,dy=2t^2\sqrt{2mh\left(1-\frac wG\right)}\,dt,$$

$$\kappa_w\,dy=\frac{2m(1-2w/G)}{\sqrt{2mh(1-w/G)}}\,dt .$$

In the second line the $t$ from the length element cancels the $t$ from $\kappa$. Both integrands are smooth at $t=0$.

The halving keeps the opposite root at a distance. An $n$-point Gauss rule integrates polynomials of degree $2n-1$ without error and has positive weights, so its error is at most twice the interval length times the best polynomial approximation error. For a function analytic inside an ellipse with foci at the interval's ends, that approximation error falls as $\rho^{-2n}$. On the standard interval $[-1,1]$, a real singularity at $Z>1$ limits $\rho$ to $Z+\sqrt{Z^2-1}$. If both roots lie at the ends of a span $\Delta$, the left half covers $0\le t\le\sqrt{\Delta/2}$ and the opposite root sits at $t=\sqrt\Delta$. Then $Z=2\sqrt2-1=1.83$ and $\rho\approx3.4$: each added node gains about a factor 11, as far as these roots are concerned. The point $w=G$ is another singularity, which must also stay away.

One might apply the map when the root is inside the layer and revert to plain quadrature when it is not. That rule fails just before a root enters: the endpoint has $\kappa>0$, yet the square-root singularity lies barely beyond it. The proper criterion is the distance $\delta$ from the half interval's outer end to the root. If $\delta<\Delta$, keep the anchor and integrate from $t=\sqrt\delta$ to $\sqrt{\delta+\Delta/2}$. If $\delta\ge\Delta$, plain quadrature suffices: this root then has $|Z|\ge5$, and the opposite one has $|Z|\ge3$.

A layer with two soft ends gives a second closed case. For $w=w_m-\frac12|c|z^2$ and parabolic dispersion, set $A^2=2w_m/|c|$:

$$S=\sqrt{m|c|}\int_{-A}^{A}\sqrt{A^2-z^2}\,dz=\sqrt{m|c|}\,\frac{\pi A^2}{2}=\pi w_m\sqrt{\frac m{|c|}} .$$

Here $S$ is linear in $w_m$, unlike the wedge's $w_0^{3/2}$, and $\partial S/\partial E=-\pi\sqrt{m/|c|}$ does not depend on energy. The anchored rule with 16 nodes per half passes a test against both formulas at relative tolerance $10^{-11}$.

## The mark left on the bias dependence

Accurate quadrature does not make $S(v)$ smooth. Let a root be about to enter a layer through its right face, at $\delta v=v_c-v>0$. The height at that face is $\eta=f\,\delta v$. With local slope $-F$ and $w\ll G$, the layer's action contains the end term $-(2\sqrt2/3)\sqrt m\,\eta^{3/2}/F$. Since $d\eta/dv=-f$, its contribution to $\partial S/\partial v$ is

$$+\frac{\sqrt{2m}\,f^{3/2}}{F}\sqrt{\delta v}.$$

Above $v_c$ the end term is absent. Thus $S$ and $\partial S/\partial v$ are continuous, but the second derivative diverges as $\delta v^{-1/2}$ from below. A root leaving through a left face gives the same term with the opposite sign, again from below. At the entry to layer 2 in the example below, multiplying the offset by four changes the departure of $\partial S/\partial v$ from its threshold value by 1.995 below and 4.000 above: square-root and linear behaviour. Finite differences across a threshold lose their usual order of accuracy, whereas the integral formula does not.

## A three-layer stack

The model stack has round parameters and $E=0$:

| layer | $d$ | $\varepsilon$ | $m$ | $B$ | $G$ |
|---|---|---|---|---|---|
| 1 | 20 | 9 | 0.25 | 0.06 | 0.15 |
| 2 | 30 | 9 | 0.30 | 0.10 | 0.30 |
| 3 | 30 | 20 | 0.20 | 0.07 | 0.20 |

Layer 2 holds $\rho=-2\times10^{-5}$, and interface 1\|2 a sheet of $+2\times10^{-4}$, in atomic units. Negative charge of this kind moves an electron-channel device towards normally-off operation. At the same $D_0$, hence the same field at the channel, the condition fixing $D_0$ shows that it raises $v$ by

$$4\pi(6\times10^{-4})(7.056-3.889)=0.0239,$$

or about 0.65 V. Here $6\times10^{-4}$ is its areal magnitude, $7.056$ is $s_L$ and $3.889$ is $s$ at the middle of layer 2.

At interface 2\|3, $f=0.7874$ and

$$u_q=4\pi(1-f)\left[(6\times10^{-4})(3.889)-(2\times10^{-4})(2.222)\right]=0.00505 .$$

A root enters layer 3 at the gate at $v=0.0700$, leaves it at $0.07505/0.7874=0.0953$, and enters layer 2 at $0.10505/0.7874=0.1334$. The stack serves to exercise the method and is not a device design: the field in layer 2 reaches about 9 MV/cm at $v=0.085$, 11 MV/cm at $v=0.115$ and 15 MV/cm ($2.9\times10^{-3}$ atomic units) at $v=0.160$, whereas insulators of this permittivity typically break down at roughly 10 MV/cm or less. At $v=0.160$ layer 1 carries 12 MV/cm and layer 3 carries 6.7 MV/cm, and insulators of higher permittivity usually break down at lower fields. Four voltages sample the four regimes:

| $v$ | exit $x$ | $S$ | $e^{-2S}$ | $\partial S/\partial E$ |
|---|---|---|---|---|
| 0.050 | 80.00, hard | 11.144 | $2.09\times10^{-10}$ | −78.5 |
| 0.085 | 60.53, soft | 7.986 | $1.16\times10^{-7}$ | −119.2 |
| 0.115 | 50.00, hard | 6.818 | $1.20\times10^{-6}$ | −64.1 |
| 0.160 | 42.49, soft | 4.874 | $5.84\times10^{-5}$ | −89.3 |

The energy derivative is not monotonic. At $v=0.085$, layer 3 begins with $w_0=0.07505-0.7874\times0.085=0.0081$ and its root lies 10.53 bohr inside, so $F=7.7\times10^{-4}$. The parabolic wedge formulas give that layer an action of about 0.40, some 5% of $S$, but a derivative of magnitude $\sqrt{2mw_0}/F\approx74$, more than half the total. This shallow tail matters little for $S$ and greatly for its derivatives, which are also what plain quadrature handles worst.

At $v=0.160$ (4.35 V), layer 2 has $w_0=0.05330$, $g=-2.056\times10^{-3}$ and $c=-2.79\times10^{-5}$. The discriminant root is $2.684\times10^{-3}$, so $q_*=2.370\times10^{-3}$ and $r_2=0.05330/q_*=22.49$; the other root is at −169.7. The layer actions add to $2.279+2.595=4.874$. In layer 1, where $w$ falls from 0.0600 to 0.0133, parabolic dispersion would give

$$\frac{2\sqrt2}{3}\sqrt{0.25}\;\frac{0.0600^{3/2}-0.0133^{3/2}}{2.335\times10^{-3}}=2.66,$$

so the two-band dispersion lowers that action by about 14% of the parabolic value.

At this voltage, four nodes per half interval give relative errors in $S$ of $3.6\times10^{-4}$ plain and $5.3\times10^{-9}$ anchored. For $\partial S/\partial E$ they are $5.4\times10^{-2}$ and $5.4\times10^{-8}$. Even 64 plain nodes leave $3.8\times10^{-3}$ in the derivative. With the root 0.032 bohr outside layer 2, 16 nodes give a derivative error of $1.9\times10^{-3}$ plain and $2.0\times10^{-11}$ anchored, relative to a high-precision difference quotient whose own error is included.

With the emitter and gate parameters listed in the output, the wave equation gives transmissions of 2.23, 0.52, 1.66 and 0.80 times $e^{-2S}$ at the four voltages, in order. This is the omitted prefactor. It can vary with $\lambda$, because waves reflected between the exit and the gate change phase, but it stays bounded. Comparing stretches $\lambda=4$ and 20 divides the change in its logarithm by 32:

$$S\approx\frac{\ln T(4)-\ln T(20)}{2(20-4)} .$$

The results agree with the quadrature to within 0.3% of $S$. More quadrature nodes cannot supply the prefactor, so twelve correct digits of $S$ do not mean twelve correct digits of $T$.

Removing the volume charge at $v=0.160$ lowers $S$ to 4.129. With the sheet kept, the volume charge thus reduces $e^{-2S}$ by a factor $e^{2(4.874-4.129)}\approx4.4$. This compares equal stack voltages. At equal field at the channel the effect reverses, because the negative charge makes the barrier fall more steeply beyond it: without the volume charge the stack voltage is then $0.1600-0.0239=0.1361$ and $S=5.200$, so the charge raises $e^{-2S}$ by a factor $e^{2(5.200-4.874)}\approx1.9$. Both comparisons assume a uniform charge density. Discrete ions with this areal density would be about $(6\times10^{-4})^{-1/2}\approx41$ bohr apart, more than the layer's thickness. The transmission then varies from place to place. Treat each lateral position as its own one-dimensional barrier and $S$ as linear in the ions' potential. The mean of $S$ then keeps its uniform value, and since the average of an exponential exceeds the exponential of the average, the mean reduction at equal stack voltage is smaller than 4.4. The difference is of second order in the fluctuation of $S$.

The example must stop before layer 1 becomes allowed at its right face. There $f=0.3150$ and $u_q=0.0037$, so this happens at $v=0.0637/0.3150\approx0.202$, or 5.5 V. Beyond it an allowed pocket lies in front of layer 2, so the forbidden region is no longer connected. The single exponent was derived for a connected region, and the wave equation should be used instead. The full numerical output follows.

## Numbers as computed

```
Model stack, emitter to gate (lengths bohr, energies hartree, masses m_e)
layer 1: d=20 eps=9 m=0.25 B=0.06 G=0.15 rho=0.0e+00 e/bohr^3
layer 2: d=30 eps=9 m=0.30 B=0.10 G=0.30 rho=-2.0e-05 e/bohr^3
layer 3: d=30 eps=20 m=0.20 B=0.07 G=0.20 rho=0.0e+00 e/bohr^3
sheet charge at interface 1|2: 2.0e-04 e/bohr^2
emitter: kinetic energy 0.01 hartree, mass 0.2 m_e
gate: kinetic energy 0.3+v hartree, mass 1.0 m_e
total thickness: 80 bohr = 4.233 nm
fraction of bias dropped up to interface 1|2: 0.31496
fraction of bias dropped up to interface 2|3: 0.78740
turning point enters layer 3 at gate: v=0.070000 hartree/e = 1.9048 V
turning point leaves layer 3 at 2|3: v=0.095309 hartree/e = 2.5935 V
turning point enters layer 2 at 2|3: v=0.133409 hartree/e = 3.6302 V
v=0.050 hartree/e (1.361 V): exit x=80.0000 bohr, S=11.144219, exp(-2S)=2.0905e-10
  dS/dE=-78.4896 /hartree, dS/dv=-55.3125 e/hartree
  wave equation: T=4.6524e-10, T/exp(-2S)=2.2255, S from stretching=11.1445
v=0.085 hartree/e (2.313 V): exit x=60.5340 bohr, S=7.985910, exp(-2S)=1.1575e-07
  dS/dE=-119.2242 /hartree, dS/dv=-82.1926 e/hartree
  wave equation: T=5.9677e-08, T/exp(-2S)=0.5156, S from stretching=7.9637
v=0.115 hartree/e (3.129 V): exit x=50.0000 bohr, S=6.817577, exp(-2S)=1.1976e-06
  dS/dE=-64.0999 /hartree, dS/dv=-31.1146 e/hartree
  wave equation: T=1.9850e-06, T/exp(-2S)=1.6574, S from stretching=6.8226
v=0.160 hartree/e (4.354 V): exit x=42.4917 bohr, S=4.874150, exp(-2S)=5.8394e-05
  dS/dE=-89.2645 /hartree, dS/dv=-41.3180 e/hartree
  wave equation: T=4.6562e-05, T/exp(-2S)=0.7974, S from stretching=4.8725
stretch factors used: 4 and 20
Details at v=0.16 hartree/e
layer 1: w0=0.060000 hartree, g=-2.334982e-03 hartree/bohr, c=0.0000e+00 hartree/bohr^2, action=2.279316
layer 2: w0=0.053300 hartree, g=-2.055730e-03 hartree/bohr, c=-2.7925e-05 hartree/bohr^2, action=2.594833
layer 3: w0=-0.050938 hartree, g=-1.302070e-03 hartree/bohr, c=0.0000e+00 hartree/bohr^2, action=0.000000
roots of w in layer 2 from its left face: -169.7225 and 22.4917 bohr
Relative quadrature errors, n nodes per half interval
n=4: plain S 3.6e-04, dS/dE 5.4e-02; anchored S 5.3e-09, dS/dE 5.4e-08
n=8: plain S 5.2e-05, dS/dE 2.9e-02; anchored S 1.6e-15, dS/dE 3.4e-14
n=16: plain S 7.1e-06, dS/dE 1.5e-02; anchored S 3.3e-16, dS/dE 6.9e-15
n=64: plain S 1.2e-07, dS/dE 3.8e-03; anchored S 3.3e-16, dS/dE 6.7e-15
observed plain orders: S 3.002, dS/dE 1.000
1e-4 hartree/e below entry to layer 2: root 0.0318 bohr outside the layer
  dS/dE relative error, n=16: plain 1.9e-03, anchored 2.0e-11
change of dS/dv for 4x larger offset: below 1.995x, above 4.000x
without volume charge at v=0.16: S=4.129292, exp(-2S)=2.5903e-04
fixed charge lowers exp(-2S) by a factor 4.436
```
